# Mid-plane interaction and screening length of a thin dielectric slab

A uniform, isotropic slab fills $|z|<d/2$ and has relative dielectric constant $\varepsilon>1$. Vacuum lies on both sides. Two point charges $e$ sit in the mid-plane $z=0$ at in-plane distance $\rho$. The response is static, linear and local, and the faces are sharp. Formulas are in SI units, and numbers are in nm and eV. In-plane Fourier transforms follow

$$\varphi(\boldsymbol\rho,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\boldsymbol\rho}\,\varphi_q(z).$$

The interaction energy of the two charges is written as

$$W(q)=\frac{e^2}{2\varepsilon_0\,q\,E(q)},$$

so that $E=1$ in vacuum, and $E(q)$ is the effective dielectric function of the layer for charges in its mid-plane.

## (a) Find $E(q)$ for every $q$.

**Solution.** Gauss's law for one charge at the origin reads, inside the slab,

$$\varepsilon_0\varepsilon\left(\varphi_q''-q^2\varphi_q\right)=-e\,\delta(z).$$

The potential is even in $z$. Let $y=qd/2$, and measure depth from the nearer face. The general even solution inside, and the decaying one outside, are

$$\varphi_q=A\cosh(y-q|z|)+B\sinh(y-q|z|),\qquad \varphi_q=A\,e^{\,y-q|z|}.$$

Both equal $A$ at the face, so the potential is continuous. The normal displacement must also be continuous. At $z=d/2$ the slope is $-qB$ inside and $-qA$ outside, hence $\varepsilon B=A$.

Integrating Gauss's law across $z=0$ gives $-2\varepsilon_0\varepsilon\,\varphi_q'(0^+)=e$. Since $\varphi_q'(0^+)=-qA(\sinh y+\cosh y/\varepsilon)$,

$$A=\frac{e}{2\varepsilon_0 q\,(\cosh y+\varepsilon\sinh y)}.$$

The second charge feels $W=e\varphi_q(0)=eA(\cosh y+\sinh y/\varepsilon)$. Dividing numerator and denominator by $\cosh y$ and writing $t=\tanh(qd/2)$,

$$E(q)=\frac{1+\varepsilon t}{1+t/\varepsilon}.$$

For $qd\gg1$, $t\to1$ and $E\to\varepsilon$: charges much closer than $d$ see bulk material. For $q\to0$, $E\to1$: distant charges interact through the vacuum, where most of their field lines run.

## (b) Expand $E(q)$ to second order in $q$ and identify the screening length $r_0$, defined by $E=1+r_0q+\dots$

**Solution.** Subtracting 1 without approximation gives

$$E-1=\left(\varepsilon-\frac1\varepsilon\right)\frac{t}{1+t/\varepsilon}.$$

With $t=y-y^3/3+\dots$, the last fraction is $y-y^2/\varepsilon+O(y^3)$. Inserting $y=qd/2$,

$$E=1+r_0q-\frac{r_0d}{2\varepsilon}q^2+O(q^3),\qquad r_0=\frac d2\left(\varepsilon-\frac1\varepsilon\right).$$

For large $\varepsilon$, $r_0\approx\varepsilon d/2$. For weak polarizability, $\varepsilon-1/\varepsilon=(\varepsilon-1)(\varepsilon+1)/\varepsilon$ gives $r_0\approx d(\varepsilon-1)$.

## (c) When may one use $E\approx1+r_0q$, and why not expand $W$ itself?

**Solution.** The exact result can be written as

$$E-1=r_0q\;\frac{t/y}{1+t/\varepsilon}.$$

The linear form replaces the last factor by 1. This needs $y/\varepsilon=qd/(2\varepsilon)\ll1$ and $y^2/3=(qd)^2/12\ll1$. Neither condition demands $qr_0\ll1$. At $qr_0=1$ one has $y=1/(\varepsilon-1/\varepsilon)$, which is small when $\varepsilon$ is large. The linear form then covers the whole crossover from unscreened to strongly screened interaction. For $\varepsilon$ close to 1 it does not.

Because $0<t<y$ for $q>0$, the factor lies below 1. The linear form therefore overestimates $E$ at every $q>0$.

Expanding $W$ instead gives

$$W=\frac{e^2}{2\varepsilon_0}\left(\frac1q-r_0+\dots\right).$$

The constant $-r_0$ transforms into a delta function at $\rho=0$, so at this order two separated charges would show no screening at all. In $q$ space the truncated interaction vanishes at $qr_0=1$, where the linear form for $E$ leaves half the bare value.

## (d) What does $r_0$ measure? Compare it with a polarizable sheet, then let the charges sit at other heights.

**Solution.** Consider first a sheet of zero thickness that polarizes only in its plane, with the slab's in-plane dipole moment per area, $\varepsilon_0(\varepsilon-1)d$ times the field. Its bound charge is $-\varepsilon_0(\varepsilon-1)d\,q^2\varphi_q$. A charge density $\sigma_q$ in a plane produces the potential $\sigma_q/(2\varepsilon_0q)$ there, so

$$\varphi_q=\frac{1}{2\varepsilon_0q}\left[e-\varepsilon_0(\varepsilon-1)d\,q^2\varphi_q\right],$$

which gives $E=1+\tfrac12d(\varepsilon-1)q$. The slab result splits accordingly:

$$r_0=\frac{d(\varepsilon-1)}2+\frac d2\left(1-\frac1\varepsilon\right).$$

The second part comes from polarization perpendicular to the slab, as the following calculation shows. Let the slab have constants $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ across it, with the source at height $z'$:

$$\varepsilon_\perp\varphi_q''-\varepsilon_\parallel q^2\varphi_q=-\frac e{\varepsilon_0}\delta(z-z').$$

The outer solutions decay as $e^{-q|z|}$, so the displacement condition is $\varepsilon_\perp\varphi_q'=\mp q\varphi_q$ at the upper and lower face. Integrating over the slab, with face values $\varphi_\pm$,

$$q(\varphi_++\varphi_-)+\varepsilon_\parallel q^2\int\varphi_q\,dz=\frac e{\varepsilon_0}.$$

Now put $\varphi_q=a/q+f(z)+O(q)$. The leading term is constant in $z$, since at order $1/q$ it has neither curvature nor slope at the faces. The integrated equation gives, order by order,

$$2a=\frac e{\varepsilon_0},\qquad f_++f_-+\varepsilon_\parallel d\,a=0.$$

At order $q^0$ the face conditions give $\varepsilon_\perp f'=-a$ above the source and $+a$ below it. There is no curvature elsewhere, so $f(z)=f(z')-a|z-z'|/\varepsilon_\perp$. The distances from $z'$ to the two faces add up to $d$, hence $f_++f_-=2f(z')-ad/\varepsilon_\perp$. Solving for $f(z')$,

$$\frac{2\varepsilon_0q}{e^2}W=1-q\left[\frac d2\left(\varepsilon_\parallel-\frac1{\varepsilon_\perp}\right)+\frac{|z-z'|}{\varepsilon_\perp}\right]+O(q^2).$$

For $z=z'$ the height drops out: any common plane inside the slab has the same $r_0$. Setting $\varepsilon_\perp=1$ leaves the sheet value, which identifies the second part above. Physically, the perpendicular field near the charge is reduced by $1/\varepsilon_\perp$, and so is the rise of potential from the faces to the charge.

If both charges are spread uniformly over the thickness, the mean separation is

$$\langle|z-z'|\rangle=\frac2{d^2}\int_0^d u(d-u)\,du=\frac d3,$$

and the bracket becomes $d[\varepsilon_\parallel/2-1/(6\varepsilon_\perp)]$. The length thus depends on where the charges sit as well as on the slab. The difference disappears for $d\to0$ at fixed $d(\varepsilon_\parallel-1)$, the limit of an ideal sheet.

The full mid-plane $E(q)$ of the anisotropic slab follows from part (a). Inside, the decay constant is $k=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$, and $\varepsilon_\perp k=\kappa q$ with $\kappa=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$. One therefore replaces $\varepsilon$ by $\kappa$ and $t$ by $\tanh(kd/2)$.

## (e) Find the interaction in real space, for the linear form and for the full slab.

**Solution.** Let $C=e^2/(4\pi\varepsilon_0)$. The angular integral gives $2\pi J_0(q\rho)$, so

$$V(\rho)=C\int_0^\infty\frac{J_0(q\rho)}{E(q)}\,dq.$$

*Linear form.* Put $s=r_0q$ and $x=\rho/r_0$. Then $V=(C/r_0)\,I(x)$ with $I=\int_0^\infty J_0(xs)/(1+s)\,ds$. Write $1/(1+s)=\int_0^\infty e^{-\tau(1+s)}d\tau$ and use $\int_0^\infty J_0(xs)e^{-\tau s}ds=(x^2+\tau^2)^{-1/2}$. With $\tau=xv$,

$$I(x)=\int_0^\infty\frac{e^{-xv}}{\sqrt{1+v^2}}\,dv.$$

Differentiating under the integral,

$$xI''+I'+xI=-\int_0^\infty\frac{d}{dv}\left[\sqrt{1+v^2}\,e^{-xv}\right]dv=1.$$

The Struve function $H_0$ obeys the same equation with $2/\pi$ on the right, so $I=\tfrac\pi2H_0+\alpha J_0+\beta Y_0$. For small $x$, $I\approx-\ln x$ while $Y_0\approx(2/\pi)\ln x$, so $\beta=-\pi/2$. For large $x$, both $I$ and $\tfrac\pi2(H_0-Y_0)$ fall as $1/x$, whereas $J_0$ falls only as $x^{-1/2}$, so $\alpha=0$. The result is the Rytova–Keldysh potential,

$$V_K(\rho)=\frac{\pi C}{2r_0}\left[H_0\!\left(\frac\rho{r_0}\right)-Y_0\!\left(\frac\rho{r_0}\right)\right].$$

It tends to $C/\rho$ for $\rho\gg r_0$ and grows logarithmically for $\rho\ll r_0$.

*Full slab.* Let $X=e^{-qd}$, so $t=(1-X)/(1+X)$, and let $p=(\varepsilon-1)/(\varepsilon+1)$. Then

$$\frac1E=\frac1\varepsilon\,\frac{1+pX}{1-pX}=\frac1\varepsilon\left(1+2\sum_{n=1}^\infty p^nX^n\right),$$

$$V(\rho)=\frac C\varepsilon\left[\frac1\rho+2\sum_{n=1}^\infty\frac{p^n}{\sqrt{\rho^2+n^2d^2}}\right].$$

These are image charges at distances $nd$. As $\rho\to0$ the first term dominates, since the sum of the others stays finite. It diverges faster than a logarithm, so the Keldysh form fails there.

At large distance the sign of the difference reverses. For small $q$, $1/E-1/(1+r_0q)\approx r_0d\,q^2/(2\varepsilon)$. Since $\int_0^\infty q^2J_0(q\rho)e^{-q\eta}dq=\partial_\eta^2(\rho^2+\eta^2)^{-1/2}\to-1/\rho^3$ as $\eta\to0$,

$$V-V_K\approx-\frac{C\,r_0d}{2\varepsilon\rho^3}\qquad(\rho\gg r_0\text{ and }\rho\gg d).$$

Stronger interaction at every $q$ thus does not mean stronger interaction at every $\rho$.

## (f) Evaluate these results for $d=0.6$ nm and $\varepsilon=14$, and find the binding energy of an exciton with reduced mass $\mu=0.25\,m_0$.

**Solution.** These round values lie in the rough range of a monolayer transition-metal dichalcogenide. The length is

$$r_0=\frac{0.6}{2}\left(14-\frac1{14}\right)\text{ nm}=4.18\text{ nm}=3.90\text{ nm}+0.28\text{ nm},$$

where the last form separates the sheet and perpendicular parts. A numerical solution of the Poisson equation across the slab, taken to small $q$, also gives 4.18 nm. Uniformly spread charges have 4.19 nm.

At $q=1/r_0=0.239$ nm$^{-1}$ the exact $E$ is 1.993 and the linear form gives 2.000. Part (c) explains the gap: $y=0.072$, so $y/\varepsilon+y^2/3\approx0.007$. This is the relative error of $E-1$, and half of it, 0.34 %, is the error relative to $E$. At $q=1/d$ the error has grown to 10 %.

In real space, at $\rho=0.3$ nm the image sum gives 0.997 eV and the Keldysh form 0.971 eV, against 4.80 eV in vacuum. At 1 nm they give 0.603 and 0.602 eV. At 10 nm they are 0.1303 and 0.1304 eV, with the reversed sign found in part (e). The sign changes near 1.6 nm. The $1/\rho^3$ formula is approached slowly: the actual difference is 0.29 of it at 10 nm, 0.75 at 30 nm and 0.97 at 100 nm.

For the electron and hole the interaction is $-V$, and the relative motion obeys

$$\left[-\frac{\hbar^2}{2\mu}\nabla_\rho^2-V(\rho)\right]\psi=-B\,\psi.$$

Its ground state, computed numerically, has $B=0.552$ eV for the Keldysh form and $0.584$ eV for the full slab. A basis of exponentials and a radial grid agree on both values to the digits given. The linear form thus lowers the binding by about 5 % of the full-slab value. The mean electron–hole distance in the Keldysh case is 0.92 nm. Most of the attraction comes from wavenumbers below $1/(0.922\text{ nm})=1.085$ nm$^{-1}$, and the relative error of the linear form grows with $q$. At 1.085 nm$^{-1}$ the exact $E$ is 5.28 and the linear form gives 5.53. The difference in binding nevertheless comes mainly from larger wavenumbers: in first-order perturbation theory about 80 % of it arises above 1.085 nm$^{-1}$.

Using the sheet part alone, 3.90 nm, gives $B=0.581$ eV, closer to the full slab than the correct small-$q$ length does. This is a cancellation: with the shorter length, the linear form screens too little below about 1.2 nm$^{-1}$ and too much above. At 1.085 nm$^{-1}$ it gives $1+3.90\times1.085=5.23$, near the exact 5.28. At $q=1/r_0$ it gives 1.93, worse than the 2.00 from $r_0$. A good binding energy does not by itself confirm the coefficient of $q$.

## (g) How far do the neglected effects move the result?

**Solution.** Each change below is made separately, with the other parameters held fixed, and compared with the full-slab value of 0.584 eV.

*Anisotropy.* Taking $\varepsilon_\perp=6$ and keeping $\varepsilon_\parallel=14$ barely changes the length, from 4.18 to 4.15 nm, yet the binding rises to 0.636 eV. By part (d), $E$ at large $q$ now tends to $\sqrt{14\times6}=9.2$ instead of 14, so the short-range attraction is stronger.

*Thickness of the carrier densities.* Spreading both charges uniformly through the slab lowers the binding to 0.551 eV.

*Substrate.* A half-space with dielectric constant 3.9, roughly that of silicon oxide, below the slab lowers the binding to 0.349 eV. As $q\to0$ the two outer media now give $E\to(1+3.9)/2=2.45$ instead of 1, so even the distant interaction is screened. The value 3.9 is static and includes the oxide's lattice response. The lattice vibrations have energies below the binding energy and cannot fully follow the pair, so the drop is probably overstated. With the electronic part alone, roughly 2.1, the binding is 0.462 eV, a drop of about 20 %.

*Free carriers.* Let a background of density $n$ and chemical potential $\mu_c$ lie in the mid-plane. In static linear response its induced density is $-(\partial n/\partial\mu_c)W_{\rm tot}$, so $W_{\rm tot}=W-W(\partial n/\partial\mu_c)W_{\rm tot}$. Solving,

$$W_{\rm tot}=\frac{e^2}{2\varepsilon_0(qE+q_s)},\qquad q_s=\frac{e^2}{2\varepsilon_0}\frac{\partial n}{\partial\mu_c}.$$

For $10^{11}$ cm$^{-2}$ at 300 K, carrier mass $0.5\,m_0$ and degeneracy 2, the density is 0.0185 of the density of states times $k_BT$, so the gas is nondegenerate. Then $\partial n/\partial\mu_c\approx n/(k_BT)$, which gives $q_s=0.35$ nm$^{-1}$, and the binding is 0.347 eV. This assumes that the carriers follow the pair's motion instantly and respond equally at all $q$. Carriers that lag behind would screen less. Moreover, the mean carrier spacing, $n^{-1/2}\approx32$ nm, far exceeds both the pair's size and $1/q_s$, so a smooth screening cloud on this scale is not realistic. The drop is therefore probably much overstated.

*Bands and frequency.* For a rough gap of 2.5 eV, the mean kinetic energy in the Keldysh case, 0.145 eV, is 6 % of the gap, a rough measure of band nonparabolicity. The binding is 22 % of the gap. The frequency dependence of the electronic response enters the binding at first order in such a ratio. In a single-oscillator picture with frequency $\omega_0$, the screened part of the electron–hole interaction is reduced by a factor $\hbar\omega_q/(\hbar\omega_q+\Delta)$. Here $\omega_q=\omega_0\sqrt{1+r_0q}$, and $\Delta$ is the binding plus the kinetic energies of the two carriers. With equal masses and fixed band energies, first-order perturbation theory raises the Keldysh binding by about 0.25 eV for $\hbar\omega_0=2.5$ eV and by about 0.07 eV for $\hbar\omega_0=10$ eV. Dynamical corrections to the single electron and hole are left out of this estimate and cancel part of the shift, so these numbers show only that the effect need not be small.

*Temperature and field.* The Keldysh binding is 21 times $k_BT$ at 300 K. Dividing it by the mean distance gives a field scale of $0.552\text{ V}/0.922\text{ nm}\approx6$ MV/cm. This is not a threshold. In a field $F$ the potential energy along the field direction is $-V_K(\rho)-eF\rho$, and its maximum sinks to the zero-field level $-B$ already at about 0.8 MV/cm. This estimate neglects the shift of the level and the motion across the field. Tunnelling can ionize the pair at still lower fields.

**The real case.** For monolayer dichalcogenides, a screening length of about 4 nm and exciton bindings of a few tenths of an eV are the right rough size. The assumption of vacuum on both sides fails when the layer rests on an oxide or is enclosed in another dielectric. With the static constant of the oxide above, this alone removes about 40 % of the model's binding energy, which is probably an overestimate. The slab itself is also an idealization, since a layer a few atoms thick has no sharp faces and no uniform interior. That leaves $d$ and $\varepsilon$ separately uncertain even where $r_0$ is well determined. The remaining values are in the numerical output.

## Computed results

```
thickness d = 0.6 nm, eps = 14.0, reduced mass = 0.25 m0
r0 = d(eps-1/eps)/2 = 4.1786 nm
r0 from Poisson equation = 4.1786 nm
in-plane sheet part d(eps-1)/2 = 3.9000 nm
perpendicular part d(1-1/eps)/2 = 0.2786 nm
length for uniformly spread charges = 4.1929 nm
r0 with eps_perp = 6.0: 4.1500 nm
largest relative error, closed forms vs Poisson = 4.0e-06
q = 0.1/r0 = 0.0239 1/nm: E exact 1.0999, linear 1.1000, error 0.00 %
q = 1/r0 = 0.2393 1/nm: E exact 1.9932, linear 2.0000, error 0.34 %
q = 1/radius = 1.0849 1/nm: E exact 5.2836, linear 5.5334, error 4.73 %
q = 1/d = 1.6667 1/nm: E exact 7.2310, linear 7.9643, error 10.14 %
at q = 1/r0: 1/E exact = 0.5017, 1 - r0 q = 0.0000
rho = 0.3 nm: bare 4.7999, images 0.9967, Keldysh 0.9707 eV
rho = 1.0 nm: bare 1.4400, images 0.6026, Keldysh 0.6022 eV
rho = 3.0 nm: bare 0.4800, images 0.3260, Keldysh 0.3261 eV
rho = 10.0 nm: bare 0.1440, images 0.1303, Keldysh 0.1304 eV
rho = 30.0 nm: bare 0.0480, images 0.0472, Keldysh 0.0472 eV
binding, linear screening (Keldysh) = 0.5519 eV
same from radial grid = 0.5519 eV
mean electron-hole distance = 0.922 nm
mean kinetic energy = 0.1453 eV
binding, full slab = 0.5838 eV
same from radial grid with images = 0.5838 eV
binding, linear with sheet part only = 0.5806 eV
binding, slab with eps_perp = 6.0: 0.6361 eV
binding, uniformly spread carriers = 0.5505 eV
binding, substrate eps = 3.9: 0.3488 eV
doping = 1.0e+11 cm^-2, temperature = 300.0 K
carrier mass = 0.5 m0, degeneracy = 2
doping / (density of states x kT) = 0.0185
carrier screening wavenumber = 0.3468 1/nm
binding, slab with static carriers = 0.3469 eV
thermal energy = 0.0259 eV, binding/thermal = 21.3
rough gap = 2.5 eV, kinetic/gap = 0.058
binding/gap = 0.221
ionization field scale = 5.99 MV/cm
```
